\section*{Slater's transition state for core levels and its leading error}

\section{A midpoint that is better than either end}

Remove the spin-down $1s$ electron from a free potassium atom, described by non-relativistic unrestricted Hartree--Fock theory. While the occupation of this spin-orbital falls from one to zero, its eigenvalue climbs from $-133.532$ to $-131.116$ hartree, a change of more than 2.4 hartree. The difference between the total energies of atom and ion is $-132.3132$ hartree. Neither end eigenvalue is within one hartree of it. The eigenvalue at half occupation is $-132.3080$ hartree, which misses it by 0.0052 hartree.

In the local spin-density approximation (LSDA) the eigenvalue moves the other way, from $-128.411$ to $-134.330$ hartree, and the midpoint misses the energy difference by 0.115 hartree. Two things need explaining: why the midpoint works in both cases, and what fixes the size and sign of the remaining error.

\section{Energy with a fractional occupation}

Hartree atomic units are used, with real orbitals. Let $\varphi_i$ be orthonormal spin-orbitals with occupations $f_i$. They define the one-particle density matrix
\begin{equation}
\gamma=\sum_i f_i\,|\varphi_i\rangle\langle\varphi_i| .
\end{equation}
One core spin-orbital, labelled $c$, has $f_c=n$ with $0\le n\le 1$. All other occupations stay fixed at zero or one. A state with $0<n<1$ is an auxiliary construction that joins the atom ($n=1$) to the core-ionized atom ($n=0$).

In Hartree--Fock theory the energy is
\begin{equation}
E=\sum_i f_i h_{ii}+\frac12\sum_{ij}f_if_j\,(J_{ij}-K_{ij}),
\label{eq:hf}
\end{equation}
where $h$ contains the kinetic energy and the nuclear attraction, $J_{ij}$ is the Coulomb integral, and $K_{ij}$ is the exchange integral, which vanishes for opposite spins. In Kohn--Sham theory the energy is
\begin{equation}
E=\sum_i f_i h_{ii}+\frac12\sum_{ij}f_if_jJ_{ij}
+E_{\rm xc}[\rho_\uparrow,\rho_\downarrow].
\label{eq:ks}
\end{equation}
Both are functionals of $\gamma$, and a small change of $\gamma$ changes them by
\begin{equation}
dE={\rm Tr}(F\,d\gamma).
\label{eq:dE}
\end{equation}
Here $F$ is the Fock operator or the Kohn--Sham Hamiltonian. The factor $1/2$ of the interaction is absent from $F$ because the interaction is symmetric in its two density matrices, so varying each of them gives the same contribution.

At each $n$ the orbitals are relaxed: $E$ is stationary against every rotation that keeps them orthonormal. Rotate two orbitals of equal spin by a small angle $\theta$,
\begin{equation}
\varphi_i\to\varphi_i+\theta\varphi_j,\qquad
\varphi_j\to\varphi_j-\theta\varphi_i .
\end{equation}
To first order,
\begin{equation}
d\gamma=\theta(f_i-f_j)\bigl(|\varphi_i\rangle\langle\varphi_j|
+|\varphi_j\rangle\langle\varphi_i|\bigr),
\end{equation}
so that $dE=2\theta(f_i-f_j)F_{ij}$. Stationarity requires $F_{ij}=0$ whenever $f_i\neq f_j$. Orbitals with equal occupations can be rotated among themselves without changing $\gamma$, and this freedom is used to make $F$ diagonal there too. Hence
\begin{equation}
F\varphi_i=\varepsilon_i\varphi_i .
\label{eq:eig}
\end{equation}
The core-hole state is stationary but is not the lowest state of the ion. The argument needs stationarity alone. In a finite basis that does not depend on $n$, the same steps hold with $F$ projected onto the basis.

\section{The eigenvalue is the slope of the energy}

Let $E(n)$ be the relaxed energy and $\varepsilon(n)$ the eigenvalue of $c$. Assume that the solutions form one branch along which the orbitals vary smoothly with $n$. A prime denotes $d/dn$ along this branch. Differentiating $\gamma$ gives
\begin{equation}
\gamma'=|\varphi_c\rangle\langle\varphi_c|
+\sum_i f_i\bigl(|\varphi_i'\rangle\langle\varphi_i|
+|\varphi_i\rangle\langle\varphi_i'|\bigr).
\end{equation}
The first term is the explicit change of occupation, the second the response of all the orbitals. Insert this in Eq.~(\ref{eq:dE}) and use Eq.~(\ref{eq:eig}):
\begin{align}
E'(n)&=\langle\varphi_c|F|\varphi_c\rangle
+\sum_i f_i\bigl(\langle\varphi_i|F|\varphi_i'\rangle
+\langle\varphi_i'|F|\varphi_i\rangle\bigr)\nonumber\\
&=\varepsilon(n)+\sum_i f_i\varepsilon_i
\bigl(\langle\varphi_i|\varphi_i'\rangle
+\langle\varphi_i'|\varphi_i\rangle\bigr)\nonumber\\
&=\varepsilon(n)+\sum_i f_i\varepsilon_i
\frac{d}{dn}\langle\varphi_i|\varphi_i\rangle
=\varepsilon(n).
\label{eq:janak}
\end{align}
The last sum vanishes because every orbital stays normalized. This is Janak's theorem, here in a form that covers Hartree--Fock theory as well.

Relaxation drops out of the first derivative, but not out of the higher ones: $\varepsilon(n)$ is computed with orbitals that have already adapted to $n$. In the potassium calculation the slope of the total energy at $n=1/2$, found by finite differences, is $-132.307969$ hartree in Hartree--Fock, equal to the eigenvalue in all printed digits. In LSDA the slope is $-131.770884$ and the eigenvalue $-131.770893$ hartree.

\section{The factor one twenty-fourth}

Integrating Eq.~(\ref{eq:janak}) gives
\begin{equation}
E(1)-E(0)=\int_0^1\varepsilon(n)\,dn .
\label{eq:int}
\end{equation}
The energy difference is the mean eigenvalue over the unit interval. The transition-state approximation replaces this mean by the value at the midpoint.

To find the error, take an interval of width $\delta\le1$ centred at $n=1/2$ and put $x=n-1/2$. The Taylor series of the eigenvalue is
\begin{equation}
\varepsilon=\varepsilon(\tfrac12)+\varepsilon'x+\frac{\varepsilon''}{2}x^2
+\frac{\varepsilon'''}{6}x^3+\frac{\varepsilon^{(4)}}{24}x^4+\dots,
\end{equation}
with all derivatives taken at $n=1/2$. The mean of an odd power of $x$ over the symmetric interval is zero. For an even power,
\begin{equation}
\frac1\delta\int_{-\delta/2}^{\delta/2}x^k\,dx
=\frac{2}{\delta}\,\frac{(\delta/2)^{k+1}}{k+1}
=\frac{(\delta/2)^k}{k+1},
\end{equation}
which is $\delta^2/12$ for $k=2$ and $\delta^4/80$ for $k=4$. Since $\varepsilon=E'$, we have $\varepsilon''=E'''$ and $\varepsilon^{(4)}=E^{(5)}$. Therefore
\begin{equation}
\frac{E(\frac12+\frac\delta2)-E(\frac12-\frac\delta2)}{\delta}
-\varepsilon(\tfrac12)
=\frac{\delta^2}{24}E'''+\frac{\delta^4}{1920}E^{(5)}+\dots
\label{eq:delta}
\end{equation}
The factors are $\frac12\cdot\frac1{12}=\frac1{24}$ and $\frac1{24}\cdot\frac1{80}=\frac1{1920}$. Removing a whole electron means $\delta=1$:
\begin{equation}
E(1)-E(0)=\varepsilon(\tfrac12)+\frac{E'''(\frac12)}{24}
+\frac{E^{(5)}(\frac12)}{1920}+\dots
\label{eq:main}
\end{equation}
The binding energy obtained from two separate self-consistent calculations, the Delta-SCF energy, is
\begin{equation}
I=E(0)-E(1)=-\varepsilon(\tfrac12)-\frac{E'''(\frac12)}{24}-\dots
\end{equation}
To leading order, $-\varepsilon(\frac12)$ is too large when $E'''>0$ and too small when $E'''<0$.

The second derivative $E''=\varepsilon'$ measures how fast the eigenvalue moves. It is absent from Eq.~(\ref{eq:main}) because the part of the drift that is linear in $x$ raises one half of the interval as much as it lowers the other. An end point has no such protection. From the Taylor series at $x=1/2$,
\begin{equation}
\varepsilon(1)=\varepsilon(\tfrac12)+\frac{E''}{2}+\frac{E'''}{8}+\dots,
\end{equation}
so $E(1)-E(0)-\varepsilon(1)$ begins with $-E''/2$. In Hartree--Fock $E''=-2.4145$ hartree, which predicts an error of $1.207$ hartree; the actual one is $-132.31318+133.53161=1.218$ hartree.

\section{The error without a series}

With $\delta=1$ the expansion parameter is not small, and nothing so far says how well the first term represents the whole error. An exact expression for the error
\begin{equation}
D=E(1)-E(0)-E'(\tfrac12)=\int_0^1\bigl[E'(n)-E'(\tfrac12)\bigr]dn
\end{equation}
follows by integrating by parts twice, provided $E'''$ is continuous on $0\le n\le1$.

On the left half, take $n$ as the integral of 1. The boundary term $n[E'(n)-E'(\frac12)]$ vanishes at both $0$ and $\frac12$, so
\begin{align}
\int_0^{1/2}\bigl[E'(n)-E'(\tfrac12)\bigr]dn
&=-\int_0^{1/2}nE''(n)\,dn\nonumber\\
&=-\frac{E''(\frac12)}8+\int_0^{1/2}\frac{n^2}{2}E'''(n)\,dn .
\end{align}
On the right half, take $n-1$ as the integral of 1, which again removes the boundary term:
\begin{align}
\int_{1/2}^{1}\bigl[E'(n)-E'(\tfrac12)\bigr]dn
&=\int_{1/2}^{1}(1-n)E''(n)\,dn\nonumber\\
&=+\frac{E''(\frac12)}8+\int_{1/2}^{1}\frac{(1-n)^2}{2}E'''(n)\,dn .
\end{align}
In the sum the second derivatives cancel, and
\begin{equation}
D=\int_0^1K(n)E'''(n)\,dn,\qquad K(n)=\tfrac12\bigl[\min(n,1-n)\bigr]^2 .
\label{eq:kernel}
\end{equation}
The kernel is non-negative, vanishes at both ends and peaks at the midpoint. Its area is
\begin{equation}
2\int_0^{1/2}\frac{n^2}{2}\,dn=2\cdot\frac1{48}=\frac1{24}.
\end{equation}
Thus $24D$ is a weighted average of $E'''$ over the interval. It lies between the smallest and largest values of $E'''$, and by continuity $D=E'''(\xi)/24$ for some $\xi$ between 0 and 1. The leading-order estimate puts $\xi=1/2$. It is good when $E'''$ varies little, or nearly linearly, across the region where $K$ is large.

\section{Where the third derivative comes from}

\subsection*{Hartree--Fock}

Hold the orbitals fixed and change $n$ alone. The terms of Eq.~(\ref{eq:hf}) that contain $n$ are
\begin{equation}
n\Bigl[h_{cc}+\sum_{j\ne c}f_j(J_{cj}-K_{cj})\Bigr]
+\frac{n^2}{2}(J_{cc}-K_{cc}).
\end{equation}
Since $J_{cc}=K_{cc}$, the quadratic term vanishes and the frozen-orbital energy is linear in $n$. All curvature of the Hartree--Fock $E(n)$, and with it $E'''$, is due to orbital relaxation.

\subsection*{Local spin-density approximation}

With frozen orbitals the first term of Eq.~(\ref{eq:ks}) is linear in $n$ and the Coulomb term quadratic, so a third derivative can come from $E_{\rm xc}$ alone. Its exchange part for the spin of the hole is $-C\int\rho^{4/3}d^3r$, with $C>0$ and $\rho=\rho_0+n\varphi_c^2$, where $\rho_0$ is the density of the other electrons of that spin. Three differentiations bring down $\frac43\cdot\frac13\cdot(-\frac23)=-\frac8{27}$:
\begin{equation}
E_{\rm x}'''=\frac{8C}{27}\int\frac{\varphi_c^6}{\rho^{5/3}}\,d^3r>0 .
\label{eq:x3}
\end{equation}
Two more bring down $(-\frac53)(-\frac83)=\frac{40}9$ and a factor $\varphi_c^4/\rho^2$. Because $\rho\ge n\varphi_c^2$, this factor is at most $1/n^2=4$ at half occupation. For frozen-orbital exchange the ratio of the second error term to the first therefore obeys
\begin{equation}
0<\frac{E_{\rm x}^{(5)}/1920}{E_{\rm x}'''/24}
\le\frac{24}{1920}\cdot\frac{40}{9}\cdot4=\frac29 .
\label{eq:bound}
\end{equation}
The bound is approached when the core orbital dominates the density of its spin wherever it is large. The second term can then be a sizeable fraction of the first.

If there is no other electron of that spin, $\rho_0=0$ and Eq.~(\ref{eq:x3}) grows as $n^{-5/3}$ towards $n=0$. The statement $D=E'''(\xi)/24$ then loses its premise of continuity. The exchange part of the error stays finite, because $K$ vanishes as $n^2$.

\section{Potassium, worked through}

The spin-up electrons occupy $1s$, $2s$, $2p$, $3s$, $3p$ and $4s$; the spin-down electrons occupy the same shells without $4s$. Taking the spin-down $1s$ electron leaves a high-spin determinant. The density is spherical, and the basis has 19 $s$-type Gaussians and 13 $p$-type Gaussians per component. LSDA means Slater exchange with VWN correlation. Many digits are kept because the identity is a small difference of large numbers; they do not express the accuracy of either method for a real atom, nor the basis-set limit. A denser basis (exponent ratio 2.0 or 1.78 in place of 2.4) lowers $E(1)$ by about 0.003 hartree and $\varepsilon(\frac12)$ by about 0.0005 hartree, raises all binding energies by 0.01 to 0.02 eV, and moves $D$ by 0.000007 hartree in Hartree--Fock and 0.00002 hartree in LSDA. The identities hold within any fixed basis, so the comparisons below are not affected.

The third derivative is found from eigenvalues at seven occupations $n=\frac12+kh$, with $h=0.1$ and $k=-3,\dots,3$:
\begin{equation}
\varepsilon''\approx\frac{2\varepsilon_{-3}-27\varepsilon_{-2}+270\varepsilon_{-1}
-490\varepsilon_0+270\varepsilon_1-27\varepsilon_2+2\varepsilon_3}{180h^2}.
\end{equation}
Odd powers of $x$ cancel by symmetry; the weights sum to zero, give 2 for $x^2$, and give zero for $x^4$ and $x^6$. The end-point total energies, which define the Delta-SCF result, do not enter this formula.

\subsection*{Hartree--Fock}

The total energies give
\begin{equation}
E(1)-E(0)=-599.16149+466.84831=-132.31318 .
\end{equation}
The midpoint error and its leading estimate are
\begin{align}
D&=-132.313180+132.307969=-0.005211,\\
\frac{E'''}{24}&=\frac{-0.12519}{24}=-0.005216 .
\end{align}
They differ by $0.000005$ hartree. An error in the eigenvalues is amplified in this difference by at most $1+1088/(180h^2\cdot24)\approx26$, where 1088 is the sum of the absolute weights. If each eigenvalue is good to $10^{-7}$ hartree, this gives at most $0.000003$ hartree, which does not cover the whole difference. The computed fifth-derivative term, $-0.000008$ hartree, has the wrong sign to close the gap: including it raises the misfit to $0.000013$ hartree. Its finite-difference formula raises the amplification to about 165. The worst-case error is then $0.000017$ hartree for an assumed accuracy of $10^{-7}$ hartree, and this is the allowance the program grants. For the observed spread of $2.4\times10^{-8}$ hartree between two sweeps it would be only $0.000004$ hartree. Seven points at this tolerance do not decide whether the misfit is numerical or due to still higher orders. A polynomial fit to more tightly converged eigenvalues at 17 Chebyshev points on $0\le n\le1$ does: the fifth-derivative term is indeed $-0.000008$ hartree, and the next term, $E^{(7)}/322560$, is $+0.000014$ hartree, which closes the gap to within $0.000001$ hartree. The misfit is thus due to higher orders, and the terms of the series need not fall monotonically.

The binding energy is 3600.43 eV from Delta-SCF and 3600.28 eV from the midpoint. With the $E'''$ correction the midpoint value becomes 3600.43 eV.

\subsection*{LSDA}

Here
\begin{align}
D&=-131.655881+131.770893=0.115012,\\
\frac{E'''}{24}&=\frac{2.30920}{24}=0.096217 .
\end{align}
The leading term supplies 84\% of the error. The fifth-derivative term, from a seven-point formula with the same step, adds $0.013390$ hartree, or 12\%; at this step the value is about 2\% low. In the limit of a small step the fifth-derivative term is $0.01360$ hartree, $E'''$ is $2.3089$ hartree, and the seventh-derivative term is about $0.0032$ hartree. About $0.005$ hartree, 4 to 5\%, is left to higher orders and to the error of the difference formulas. The ratio of the two computed terms is $0.013390/0.096217=0.14$. This includes correlation and relaxation, so Eq.~(\ref{eq:bound}) does not strictly apply to it, but it has the size that the bound allows. For frozen-orbital exchange alone, where the bound does apply, the ratio is 0.138.

With orbitals frozen at half occupation, $E'''$ is about 2.71 hartree; with relaxation it is 2.309 hartree. (A seven-point third difference of the frozen energies gives 2.699 at $h=0.1$ and 2.707 at $h=0.05$. On the relaxed branch the same formula at $h=0.1$ gives 2.302, short of the eigenvalue result by a similar amount.) The large LSDA error thus originates in the exchange-correlation functional, and relaxation reduces it somewhat.

The Delta-SCF binding energy is 3582.54 eV. The midpoint gives 3585.67 eV, too large by 3.13 eV, which is the sign that the leading term predicts for a positive $E'''(\frac12)$. The leading correction brings it to 3583.05 eV, within 0.51 eV.

\subsection*{Narrower intervals}

Dividing Eq.~(\ref{eq:delta}) by $\delta^2$ gives a quantity that must tend to $E'''/24$ as $\delta\to0$. In LSDA it is 0.1150 hartree for $\delta=1$, 0.1016 for $\delta=0.6$ and 0.0968 for $\delta=0.2$, against a limit of 0.0962. For $\delta=0.2$ the next term predicts
\begin{equation}
0.096217+0.2^2\times0.013390=0.096753,
\end{equation}
and the computed value is 0.096757. In Hartree--Fock all three widths give $-0.0052$ hartree. The program tests the coefficient $1/24$ at $\delta=0.2$ for both methods.

\section{Conditions and reach of the result}

The derivation rests on a single smooth branch. If the self-consistent solution jumps at some $n$ to another one of different energy, the integral of $\varepsilon$ misses that jump and Eq.~(\ref{eq:int}) fails. If two branches meet with equal energy but different slopes, Eq.~(\ref{eq:int}) survives, but $\varepsilon$ has a step and the Taylor expansion across it does not hold. For potassium, the hole stayed in the lowest spin-down orbital at every occupation computed. At the seven inner occupations, solutions reached from larger and from smaller $n$ had the same core eigenvalue to within $10^{-7}$ hartree.

The third derivative must be taken along the relaxed branch. The frozen-orbital value would give no correction at all in Hartree--Fock, and in LSDA it would give $2.71/24=0.113$ hartree. That lies closer to the full error of 0.115 than the correct leading term does, but the narrow-interval values approach 0.0962, not 0.113. The closeness on the full interval is a coincidence of this case: the omitted relaxation and the omitted higher orders have opposite signs.

Finally, $D$ compares two results of one and the same method. Hartree--Fock has the smaller transition-state error here, which does not make its binding energy the better one. The two Delta-SCF energies differ by about 18 eV, far more than either midpoint error. Hartree--Fock omits correlation, LSDA approximates exchange and correlation, and both calculations omit relativity and use a finite basis. The midpoint eigenvalue inherits all of these limitations from the total energy whose difference it approximates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
K atom, 1s spin-down electron removed, non-relativistic
s functions: 19, exponents 0.02 to 139583 bohr^-2
p functions: 13 per component, exponents 0.06 to 2191 bohr^-2
exponent ratio: 2.4; occupation step: 0.1
area of remainder kernel: 0.04166667
--- HF (hartree unless marked) ---
E(1): -599.16149
E(0): -466.84831
E(1)-E(0): -132.313180
eps(1): -133.53161
eps(1/2): -132.307969
eps(0): -131.11552
dE/dn at 1/2 from energies: -132.307969
E'' at 1/2: -2.4145
E''' at 1/2 from eigenvalues: -0.12519
E''' at 1/2 from energies: -0.12521
E''' at 1/2, frozen orbitals: 0.00000
error/width^2, width 0.2: -0.005216
error/width^2, width 0.6: -0.005217
E(1)-E(0)-eps(1/2): -0.005211
E'''/24: -0.005216
fifth derivative/1920: -0.000008
left after E'''/24: 0.000005
left after fifth-derivative term: 0.000013
eigenvalue spread of two sweeps: 2.4e-08
numerical error allowance: 1.7e-05
Delta-SCF binding energy: 3600.43 eV
-eps(1/2): 3600.28 eV
-eps(1/2)-E'''/24: 3600.43 eV
--- LSDA (hartree unless marked) ---
E(1): -598.20286
E(0): -466.54698
E(1)-E(0): -131.655881
eps(1): -128.41076
eps(1/2): -131.770893
eps(0): -134.33018
dE/dn at 1/2 from energies: -131.770884
E'' at 1/2: 6.3309
E''' at 1/2 from eigenvalues: 2.30920
E''' at 1/2 from energies: 2.30153
E''' at 1/2, frozen orbitals: 2.69894
error/width^2, width 0.2: 0.096757
error/width^2, width 0.6: 0.101582
E(1)-E(0)-eps(1/2): 0.115012
E'''/24: 0.096217
fifth derivative/1920: 0.013390
left after E'''/24: 0.018795
left after fifth-derivative term: 0.005405
eigenvalue spread of two sweeps: 8.1e-08
numerical error allowance: 1.7e-05
Delta-SCF binding energy: 3582.54 eV
-eps(1/2): 3585.67 eV
-eps(1/2)-E'''/24: 3583.05 eV
\end{verbatim}
